# Linear Orbital Magnetization of a Chern Insulator Inside the Gap

Let the chemical potential $\mu$ of a two-dimensional Chern insulator lie in its bulk gap, at zero temperature and in zero magnetic field. Its orbital magnetization then obeys

$$M(\mu)=M(\mu_0)+\frac{e}{h}\,C\,(\mu-\mu_0),\qquad \frac{dM}{d\mu}=\frac{eC}{h},$$

where $\mu_0$ is any other value in the same gap and the integer $C$ is the total Chern number of the occupied bands. The slope has magnitude $e|C|/h$. Its sign follows from these conventions: the electron charge is $-e$ with $e>0$, and $M$ is the magnetic moment per area along $+z$, so that its unit is the ampere. The electrons are independent, or move in a fixed mean field, and the Hamiltonian is held fixed while $\mu$ changes. If a gate shifts the bands as well, $\mu$ means the chemical potential measured from the bands.

Write the Bloch states as $e^{i\mathbf k\cdot\mathbf r}u_n$, with $H_{\mathbf k}|u_n\rangle=E_n|u_n\rangle$ and $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. With $\partial_x=\partial/\partial k_x$ and $\partial_y=\partial/\partial k_y$, the Berry curvature and the Chern number are

$$\Omega_n=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle,\qquad C=\frac1{2\pi}\sum_{n\,\rm occ}\int d^2k\,\Omega_n .$$

The integrals run over the Brillouin zone. The starting point is the Berry-phase formula for the magnetization at temperature $T$,

$$M=\sum_n\int\!\frac{d^2k}{(2\pi)^2}\left[f_n m_n+\frac e\hbar\,k_BT\ln\!\left(1+e^{(\mu-E_n)/k_BT}\right)\Omega_n\right],$$

$$m_n=\frac e\hbar\,\mathrm{Im}\langle\partial_xu_n|(H_{\mathbf k}-E_n)|\partial_yu_n\rangle,$$

where $f_n$ is the Fermi function. The first term is the moment carried by each Bloch state. The second arises because a magnetic field changes the density of states in proportion to the curvature.

As $T\to0$, the function $k_BT\ln(1+e^{x/k_BT})$ tends to $x$ for $x>0$ and to zero for $x<0$. With $\mu$ in a gap, each band is full or empty, and

$$M(\mu)=\sum_{n\,\rm occ}\int\!\frac{d^2k}{(2\pi)^2}\left[m_n+\frac e\hbar(\mu-E_n)\Omega_n\right].$$

Inside the gap $m_n$, $E_n$, $\Omega_n$ and the set of occupied bands do not depend on $\mu$. The one remaining dependence is the explicit factor $\mu$. Therefore

$$\frac{dM}{d\mu}=\frac e\hbar\sum_{n\,\rm occ}\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_n=\frac e\hbar\,\frac{2\pi C}{4\pi^2}=\frac{eC}{2\pi\hbar}=\frac{eC}{h}.$$

This is constant across the gap, and integration from $\mu_0$ to $\mu$ gives the linear law. What remains is to show that the formula is sound when occupied bands touch, and that $C$ is an integer.

For the first point, insert $\sum_m|u_m\rangle\langle u_m|=1$ between the derivatives and define

$$\Omega_{nm}=-2\,\mathrm{Im}\,\langle\partial_xu_n|u_m\rangle\langle u_m|\partial_yu_n\rangle .$$

The term $m=n$ vanishes. Normalization makes $\langle u_n|\partial u_n\rangle$ imaginary, so the product is one of two imaginary numbers and is real. Hence $\Omega_n=\sum_{m\ne n}\Omega_{nm}$, and

$$m_n=-\frac{e}{2\hbar}\sum_{m\ne n}(E_m-E_n)\,\Omega_{nm}.$$

Adding the two parts of $M$ uses $(\mu-E_n)-\tfrac12(E_m-E_n)=\mu-\tfrac12(E_n+E_m)$:

$$M=\frac e\hbar\sum_{n\,\rm occ}\sum_{m\neq n}\int\!\frac{d^2k}{(2\pi)^2}\left[\mu-\frac{E_n+E_m}{2}\right]\Omega_{nm}.$$

Orthogonality gives $\langle u_m|\partial u_n\rangle=-\langle\partial u_m|u_n\rangle$. Used in both factors, it yields

$$\langle\partial_xu_n|u_m\rangle\langle u_m|\partial_yu_n\rangle=\langle u_n|\partial_xu_m\rangle\langle\partial_yu_m|u_n\rangle=\left(\langle\partial_xu_m|u_n\rangle\langle u_n|\partial_yu_m\rangle\right)^*,$$

so $\Omega_{nm}=-\Omega_{mn}$. The square bracket is symmetric in $n$ and $m$, so pairs of occupied bands cancel and only pairs of one occupied and one empty band remain. Differentiating $(H_{\mathbf k}-E_n)|u_n\rangle=0$ and projecting on $\langle u_m|$ gives

$$\langle u_m|\partial u_n\rangle=\frac{\langle u_m|(\partial H_{\mathbf k})|u_n\rangle}{E_n-E_m}.$$

The surviving denominators are therefore at least as large as the gap. Degeneracies among the occupied bands do no harm.

With two bands, one of them occupied, the result is especially plain. Let $h_0=(E_1+E_2)/2$ be the mean of the two energies at each $\mathbf k$. Then

$$M=\frac e\hbar\int\!\frac{d^2k}{(2\pi)^2}\,(\mu-h_0)\,\Omega_1=\frac{eC}{h}\,(\mu-\bar h_0),\qquad \bar h_0=\frac{\int d^2k\,h_0\Omega_1}{\int d^2k\,\Omega_1},$$

where the last form needs $C\neq0$. If $C=0$, the magnetization need not vanish, but it does not vary with $\mu$ in the gap.

To see that $C$ is an integer, take first a single isolated occupied band and divide the Brillouin zone into small squares of side $\delta$. On an oblique lattice the squares become parallelograms with sides along the reciprocal lattice vectors, so that the mesh fits together across the zone boundary, and $\delta^2$ becomes their area; the steps are the same. Let $A_j=i\langle u|\partial_ju\rangle$. Then

$$\partial_xA_y-\partial_yA_x=i\left(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\right)=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle=\Omega .$$

For neighbouring corners, $\langle u_{\mathbf k}|u_{\mathbf k+\delta\hat{\jmath}}\rangle\simeq1-i\delta A_j$. The phase of this overlap is thus $-\int A_j\,dk_j$ to leading order. Multiply the phase factors of the four overlaps counterclockwise around a square. By Stokes' theorem the product is $e^{-iF}$, where $F$ tends to $\Omega\,\delta^2$. It does not depend on the phases chosen for the states, since each state enters once as a bra and once as a ket.

Now multiply the products of all squares. Each link occurs twice, in opposite directions, and its two phase factors are complex conjugates. This includes links on opposite sides of the zone, because $u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$ leaves overlaps unchanged. The total product is 1, so $\sum F$ is a multiple of $2\pi$ on every mesh for which no overlap vanishes, which holds once the mesh is fine enough. On refining the mesh this sum tends to $\int d^2k\,\Omega$, which must therefore also be a multiple of $2\pi$. For several occupied bands the overlap is replaced by the determinant of the matrix of overlaps. Its small-$\delta$ form contains the sum of the $A_j$ over the bands, and hence the sum of their curvatures. The cancellation of links is unchanged.

The slope has a thermodynamic meaning. If $G$ is the grand potential per area and $n$ the electron density, then at fixed temperature $dG=-n\,d\mu-M\,dB$. Equality of the mixed second derivatives gives

$$\left(\frac{\partial M}{\partial\mu}\right)_B=\left(\frac{\partial n}{\partial B}\right)_\mu=\frac{eC}{h}.$$

A field thus changes the density of the gapped state by $C$ electrons per flux quantum $h/e$. The Maxwell relation itself does not require independent electrons; the value $eC/h$ has been derived here for independent electrons or a fixed mean field.

There is also a picture in terms of currents. A uniform $M$ in a finite sample is equivalent to a current $I=M$ running counterclockwise around its rim, since such a current has the moment $I$ times the area. If $\mu$ rises by $\Delta\mu$ within the gap, no bulk state is filled, but rim states are. One rim mode of velocity $v$ has $1/(2\pi\hbar|v|)$ states per length and energy. It gains the density $\Delta\mu/(2\pi\hbar|v|)$, and the added current has magnitude

$$e|v|\,\frac{\Delta\mu}{2\pi\hbar|v|}=\frac eh\,\Delta\mu .$$

The velocity cancels. Electrons that circulate clockwise carry a counterclockwise electric current and count positively. The bulk result $\Delta I=eC\Delta\mu/h$ therefore requires that clockwise modes minus counterclockwise modes equal $C$.

At finite temperature the occupations move with $\mu$ too. Since $\partial f_n/\partial\mu=-\partial f_n/\partial E_n$, and the derivative of $k_BT\ln(1+e^{(\mu-E_n)/k_BT})$ with respect to $\mu$ is $f_n$, the starting formula gives

$$\frac{dM}{d\mu}=\sum_n\int\!\frac{d^2k}{(2\pi)^2}\left[\left(-\frac{\partial f_n}{\partial E_n}\right)m_n+\frac e\hbar f_n\Omega_n\right].$$

In the gap the first term and the departure of the second from $eC/h$ are both thermally activated. In a partly filled band the first term generally survives even as $T\to0$. The slope is then not given by the curvature term alone, and it varies with $\mu$ instead of keeping a quantized value. With time-reversal symmetry the contributions from $\mathbf k$ and $-\mathbf k$ cancel, and the slope is zero. In a two-band model both bands have the same moment, $m_1=m_2=-(e/2\hbar)(E_2-E_1)\Omega_1$. Wherever $\Omega_1$ has the sign of $C$, the first term opposes the quantized slope.

As an example take a Haldane model on a honeycomb lattice of period $a=5$ nm. The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$, with site A at the origin and site B at $(\mathbf a_1+\mathbf a_2)/3$. Nearest neighbours are coupled by $t_1=4$ meV. The second-neighbour element between an A site and the A site displaced by $\mathbf R=\mathbf a_1,\ \mathbf a_2-\mathbf a_1,\ -\mathbf a_2$ is $t_2e^{i\varphi}$, in the sense $\langle\mathbf r|H|\mathbf r+\mathbf R\rangle$, with $t_2=1$ meV and $\varphi=\pi/3$. For B sites the phase is reversed. The site energies are $+1$ meV on A and $-1$ meV on B. The mean band energy is

$$h_0(\mathbf k)=2t_2\cos\varphi\sum_{\mathbf R}\cos(\mathbf k\cdot\mathbf R).$$

At the zone corners the nearest-neighbour coupling vanishes and the sum of cosines is $-\tfrac32$, so $h_0=-1.5$ meV. Half the energy difference between the two sites is $1\mp3\sqrt3\,t_2\sin\varphi=1\mp4.5$ meV, that is, $-3.5$ or $5.5$ meV. The lower of the two upper-band energies there is $-1.5+3.5=2.0$ meV, which is the computed bottom of the upper band. The top of the lower band is at $-4.862$ meV, so the gap is 6.862 meV and its middle lies at $-1.431$ meV. Multiplying overlap phases around small mesh cells gives $C=-1$ for the lower band.

The unit of slope is $e/h=2.418\times10^{14}$ A/J $=38.74$ nA/meV, so the slope should be $-38.74$ nA/meV. The Berry-phase formula gives $M=84.32$ nA at $\mu=-3.1466$ meV, $17.86$ nA at midgap and $-48.60$ nA at $\mu=0.2845$ meV. From the outer two values,

$$\frac{-48.60-84.32}{0.2845+3.1466}\ \frac{\rm nA}{\rm meV}=-38.74\ \frac{\rm nA}{\rm meV}.$$

The midgap value also locates the zero of $M$, at $\bar h_0=-1.431+17.86/38.74=-0.970$ meV. Neither the sign nor the size of $M$ at one value of $\mu$ is thus fixed by $C$; the quantized quantity is the slope.

These values were tested without Berry curvature or edges. The lattice was placed in small opposite magnetic fields, and $M=-\partial G/\partial B$ was found from its energy levels and extrapolated to zero field. The three magnetizations agree to the printed digits. The same calculation was made for two other phases, with the remaining parameters held fixed. Adding a coupling of 2.4 meV across each hexagon gives $C=2$ and a slope of $2.000000\,e/h$. Raising the site energies to $\pm8$ meV instead gives $C=0$ and zero slope, although the gap is 7.0 meV. A gap of similar size is therefore not enough; the Chern number sets the slope.

A second test starts from the mechanical definition $M=-(e/2S)\sum_j f_j\langle(\mathbf r\times\mathbf v)_z\rangle_j$ in open flakes of area $S$, where $j$ labels the flake's eigenstates. A smearing $k_BT=0.3$ meV smooths their discrete rim levels. At midgap, flakes of $12\times12$, $18\times18$ and $24\times24$ cells give 17.34, 17.54 and 17.63 nA. Extrapolation with terms in $1/L$ and $1/L^2$, where $L$ is the number of cells along a side, gives 17.86 nA. Three sizes fix the three parameters, and other choices of sizes between 10 and 22 cells move this value by up to about 0.02 nA. The slope from the extrapolated values is $-0.9987\,e/h$. The shortfall from $-1$ is thermal: the bulk formula with the same smearing and the same chemical potentials also gives $-0.9987\,e/h$.

The rim picture was tested in the largest flake. Raising $\mu$ by 2 meV about midgap should add $-38.74\times2=-77.48$ nA. The current through a cut from centre to rim changes by $-77.47$ nA, and 99.9% of the added electrons lie within four cells of the rim, a strip that holds 56% of the flake's cells. With one set of random site energies, drawn uniformly from $\pm1$ meV, the change is still $-77.47$ nA. This disorder is weak compared with the gap; disorder strong enough to close the gap is outside the result.

Across the whole gap $M$ changes by $-38.74\times6.862=-265.8$ nA. One Bohr magneton per cell of area 21.65 nm² corresponds to 428.35 nA, so the change is $-265.8/428.35=-0.62$ Bohr magnetons per cell. A fully polarized spin contributing one Bohr magneton per cell would be a larger quantity, but would add a constant while the polarization stays fixed.

Temperature limits the result sooner than the size of the gap might suggest. At midgap the slope is $-1.000\,e/h$ at 1 K, $-0.923\,e/h$ at 10 K and $-0.549\,e/h$ at 20 K. At 20 K the curvature term supplies $-0.865\,e/h$, and the moving occupations supply the other $+0.316\,e/h$. With $\mu$ 1 meV below the top of the lower band, the slope is $+1.02\,e/h$ at 1 K, opposite in sign to the slope in the gap. Its nearness to one is an accident of this example, not a quantization, since the integer argument needs full bands. At 20 K the slope there is $+0.19\,e/h$. The finite-temperature formula was tested against the real-field calculation at 20 K, both at midgap and at this point in the band.

A field of 1 T along $+z$ puts 0.00524 flux quanta through a cell. By the Maxwell relation the gapped state then holds 0.00524 fewer electrons per cell, since $C=-1$. The midgap magnetization changes by $-2.37$ nA, which is 13% of its zero-field value but 0.9% of the change across the gap.

The period and the few-meV energies are of the order met in moiré layers of two-dimensional semiconductors, where bands can come in two valleys related by time reversal. The example is not a calculation of any one material, and the sign found here should not be carried over. In a real device $C$ counts all occupied bands. Time reversal gives partner bands opposite curvature, so equal filling of these partner bands, without mixing between the valleys, cancels the slope. A nonzero slope needs broken time-reversal symmetry, for instance through valley polarization. The assumption most strongly broken is that of independent electrons: with an assumed relative permittivity of 10, the Coulomb energy at one period is 28.8 meV, about four times the model's gap. The bands must then be read as mean-field bands, and the gap, $\bar h_0$ and the temperature scale could all change substantially. Within that reading the low-temperature slope remains $eC/h$ as long as the gap and its Chern number survive. The numerical output below gives the individual values.

## Table of computed values

```
Inputs: t1 = 4.0 meV, t2 = 1.0 meV, phase = 0.3333 pi
Inputs: sublattice energy +-1.0 meV, period = 5.0 nm
Cell area = 21.651 nm^2
Lower band top = -4.8622 meV
Upper band bottom = 2.0000 meV
Gap = 6.8622 meV, midgap = -1.4311 meV
Chern number C (plaquettes) = -1
e/h = 2.417989e+14 A/J = 38.7405 nA/meV
Slope dM/dmu = C e/h = -38.7405 nA/meV
M in nA: mu (meV), Berry formula, real field, flakes extrapolated
   -3.1466      84.322      84.322      84.189
   -1.4311      17.862      17.862      17.863
    0.2845     -48.599     -48.599     -48.554
Slope in units e/h, from M in a real field, three models:
  example: C = -1, gap = 6.862 meV, slope = -1.000000
  t3 = 2.4 meV: C = 2, gap = 5.588 meV, slope = 2.000000
  sublattice 8 meV: C = 0, gap = 7.000 meV, slope = -0.000000
Slope from extrapolated flakes = -0.99866 e/h
  flake 12x12 cells: M at midgap = 17.337 nA
  flake 18x18 cells: M at midgap = 17.536 nA
  flake 24x24 cells: M at midgap = 17.626 nA
Flake smearing kT = 0.3 meV
Rim test: mu raised by 2.00 meV about midgap, 24x24 cells
  clean: added current = -77.467 nA, rim share = 0.9989
  disordered: added current = -77.465 nA, rim share = 0.9985
  expected C e dmu/h = -77.481 nA
  disorder: site energies uniform in +-1.0 meV
Change of M across whole gap = -265.84 nA
  the same per cell = -0.6206 Bohr magnetons
Midgap slope at 1 K = -1.000000 e/h, deviation 0.0e+00
Midgap slope at 10 K = -0.923161 e/h, deviation 7.7e-02
Midgap slope at 20 K = -0.548656 e/h, deviation 4.5e-01
Slope 1 meV below lower band top, 1 K = 1.0239 e/h
20 K, slope in e/h: Berry formula, real field, curvature part alone
  midgap: -0.54866, -0.54866, -0.86512
  1 meV inside band: 0.18761, 0.18761, -0.48406
Flux quanta per cell at 1 T = 0.005235
Change of midgap M caused by 1 T = -2.374 nA
One Bohr magneton of spin per cell = 428.35 nA
Coulomb energy at one period, eps_r = 10: 28.80 meV
```
